\section*{Drift and Zitterbewegung of a One-Dimensional Dirac Packet}

\section*{Problem}

A free electron in one space dimension obeys $i\hbar\,\partial_t\psi=H\psi$ with $H=c\,\sigma_1p+mc^2\sigma_3$. The Pauli matrices $\sigma_1,\sigma_2,\sigma_3$ carry a subscript; $\sigma$ without one is a length. Position is multiplication by $x$. Set $\hbar=m=c=1$, so that lengths are in $\hbar/mc$, times in $\hbar/mc^2$ and momenta in $mc$. The initial state has equal spinor components:
\[
\psi(x,0)=\frac{1}{(2\pi\sigma^2)^{1/4}}\,
e^{-x^2/4\sigma^2+ip_0x}\,\chi,\qquad
\chi=\frac1{\sqrt2}\begin{pmatrix}1\\1\end{pmatrix}.
\]

\begin{enumerate}
\item[(a)] Find $\langle x\rangle(t)$ as an average over momentum.
\item[(b)] Which terms come from the positive- and negative-energy parts separately, and which from their interference?
\item[(c)] What happens to the oscillation at long times? Estimate its envelope for a broad packet with $p_0\neq0$.
\item[(d)] Evaluate the motion for $\sigma=4$, $p_0=0.75$.
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item Find the velocity operator from $[x,H]$. What is special about $\chi$?
\item At fixed $p$, $H$ is a number times a matrix whose square is one, so $e^{-iHt}$ has two terms.
\item In momentum space $x=i\,d/dp$. Projected initial states are real there, which removes most terms.
\item For (c), expand the energy about $p_0$ and compare the result with the overlap of two displaced Gaussians.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Mean position}

Since $[x,p]=i$, we have $[x,H]=i\sigma_1$, and
\[
\frac{d}{dt}\langle x\rangle=-i\langle[x,H]\rangle=\langle\sigma_1\rangle .
\]
Because $\sigma_1\chi=\chi$, the initial mean velocity is $1$, the speed of light, whatever $p_0$ is.

In momentum space the initial state is $\phi(p)\chi$ with $\phi$ real and
\[
\phi(p)^2=\frac{e^{-(p-p_0)^2/2\kappa^2}}{\sqrt{2\pi}\,\kappa},\qquad \kappa=\frac1{2\sigma}.
\]
Below, $\langle f\rangle_p=\int\phi^2f\,dp$. Define
\[
E=\sqrt{1+p^2},\qquad \beta=\frac pE,\qquad N=\beta\sigma_1+\frac1E\sigma_3 .
\]
Then $H=EN$. The Pauli matrices anticommute, so $N^2=\beta^2+1/E^2=1$ and $e^{\pm iHt}=\cos Et\pm iN\sin Et$. Therefore
\[
e^{iHt}\sigma_1e^{-iHt}=\sigma_1\cos^2Et+i[N,\sigma_1]\sin Et\cos Et+N\sigma_1N\sin^2Et .
\]
The commutator is $[N,\sigma_1]=2i\sigma_2/E$. From $N\sigma_1+\sigma_1N=2\beta$ we get $N\sigma_1N=2\beta N-\sigma_1$. In the spinor $\chi$ the averages of $\sigma_1,\sigma_2,\sigma_3$ are $1,0,0$, so that of $N$ is $\beta$. The velocity at momentum $p$ is thus
\[
\cos^2Et+(2\beta^2-1)\sin^2Et=\beta^2+(1-\beta^2)\cos2Et .
\]
The initial density is even in $x$, so $\langle x\rangle(0)=0$. Integrating over time with $1-\beta^2=1/E^2$ gives
\begin{equation}
\langle x\rangle(t)=t\,\langle\beta^2\rangle_p+Z(t),\qquad
Z(t)=\left\langle\frac{\sin2Et}{2E^3}\right\rangle_p .
\label{mean}
\end{equation}
The first term is drift, the second Zitterbewegung. As $E\ge1$, $|Z|\le\tfrac12$, or $\hbar/2mc$ in ordinary units. With $E=\sqrt{m^2c^4+c^2p^2}$ and $\beta=cp/E$, restoring the constants gives
\[
\langle x\rangle=ct\langle\beta^2\rangle_p+\left\langle\frac{\hbar m^2c^5}{2E^3}\sin\frac{2Et}{\hbar}\right\rangle_p .
\]

\subsection*{(b) The two energy parts}

The projectors on positive and negative energy are $P_\pm=(1\pm N)/2$. The parts of the state and their weights are
\[
\psi_\pm(p,t)=e^{\mp iEt}r_\pm(p),\qquad r_\pm=\phi P_\pm\chi,\qquad
w_\pm=\left\langle\frac{1\pm\beta}{2}\right\rangle_p .
\]
The vectors $r_\pm$ are real because $\sigma_1$, $\sigma_3$, $\phi$ and $\chi$ are real. Since $dE/dp=\beta$,
\[
\psi_\pm^\dagger\, i\frac{d}{dp}\psi_\pm
=\pm\beta t\,r_\pm^{T}r_\pm+\frac i2\frac{d}{dp}\left(r_\pm^{T}r_\pm\right).
\]
The last term integrates to zero. The separate contributions to the mean position are therefore
\begin{equation}
X_\pm(t)=\pm t\left\langle\frac{\beta(1\pm\beta)}2\right\rangle_p,
\qquad X_++X_-=t\langle\beta^2\rangle_p .
\label{parts}
\end{equation}
Their sum is the whole drift. What remains of $\langle x\rangle$ is the interference term $2\,\mathrm{Re}\langle\psi_+|x|\psi_-\rangle$, which must therefore equal $Z(t)$. The centre of each part moves uniformly with velocity $X_\pm/(w_\pm t)$.

At a given $p$ the positive-energy component has group velocity $\beta$ and the negative-energy one $-\beta$. The weights $(1\pm\beta)/2$ favour the right-moving component for either sign of $p$ (the positive-energy one for $p>0$, the negative-energy one for $p<0$), which is why the drift is positive even if $p_0\le0$.

\subsection*{(c) Decay of the oscillation}

Write $Z=\mathrm{Im}\,A$ with
\[
A(t)=\left\langle\frac{e^{2iEt}}{2E^3}\right\rangle_p ,
\]
so that $|A|$ is the envelope. On each half-line $p>0$ and $p<0$ we may use $E$ as integration variable, with $|dp|=E\,dE/|p|$. Near $E=1$ this factor grows as $(E-1)^{-1/2}$, which is integrable. The average is then an integrable function of $E$ multiplied by $e^{2iEt}$, and the Riemann--Lebesgue lemma gives $A\to0$ as $t\to\infty$. Different momenta oscillate at different frequencies $2E$ and lose their common phase. In the plane-wave limit, $\sigma\to\infty$ at fixed $t$, one frequency remains and $Z\to\sin(2E_0t)/2E_0^3$ does not decay.

For a broad packet with $p_0\ne0$, set $q=p-p_0$, $E_0=E(p_0)$ and $v_0=p_0/E_0$. Replace $1/E^3$ by $1/E_0^3$ and $E$ by $E_0+v_0q$. For a normal variable $q$ of variance $\kappa^2$, $\langle e^{iaq}\rangle=e^{-a^2\kappa^2/2}$. With $a=2v_0t$ and $\kappa^2=1/4\sigma^2$,
\begin{equation}
|A(t)|\simeq\frac{1}{2E_0^3}\exp\left(-\frac{v_0^2t^2}{2\sigma^2}\right).
\label{sep}
\end{equation}
This is decay by separation. Let $g(x)=(2\pi\sigma^2)^{-1/4}e^{-x^2/4\sigma^2}$. Two copies a distance $d$ apart have the product exponent
\[
-\frac{(x-d/2)^2+(x+d/2)^2}{4\sigma^2}=-\frac{x^2}{2\sigma^2}-\frac{d^2}{8\sigma^2},
\]
so their overlap is $e^{-d^2/8\sigma^2}$. With $d=2v_0t$, the distance between parts moving at $\pm v_0$, this is the exponential in (\ref{sep}).

The first neglected phase follows from $d^2E/dp^2=1/E-p^2/E^3=1/E^3$. It is $tq^2/E_0^3$, of typical size $t/4\sigma^2E_0^3$. Equation (\ref{sep}) is the leading result for large $\sigma$ at fixed $v_0t/\sigma$.

\subsection*{(d) Numbers for $\sigma=4$, $p_0=0.75$}

Here $E_0=\sqrt{1+0.5625}=1.25$, $v_0=0.75/1.25=0.6$ and $\kappa=0.125$. At early times the oscillation period is about $\pi/E_0=2.51$. Averaging over the momentum density gives the drift speed $\langle\beta^2\rangle_p=0.357$, or $49.0$ atomic units of velocity. Equation (\ref{mean}) then gives:

\begin{center}
\begin{tabular}{rrrrr}
$t$ & drift & $Z$ & $\langle x\rangle$ & $|A|$\\
1 & 0.357 & 0.157 & 0.514 & 0.256\\
2 & 0.715 & $-0.240$ & 0.474 & 0.248\\
5 & 1.787 & $-0.035$ & 1.752 & 0.199\\
10 & 3.574 & $-0.043$ & 3.532 & 0.091\\
20 & 7.148 & $-0.004$ & 7.144 & 0.005
\end{tabular}
\end{center}

The mean position is smaller at $t=2$ than at $t=1$, so the packet's mean moves backwards for a while. By $t=20$ almost pure drift remains. One length unit is $0.00730$ bohr, so the oscillation is far smaller than an atom.

The parts have weights $w_+=0.797$ and $w_-=0.203$, and their centres move at $0.597$ and $-0.584$. As (\ref{parts}) requires, the weighted velocities add up to the drift speed:
\[
0.797\times0.597-0.203\times0.584=0.357 .
\]
At $t=40$ the centres lie at $23.9$ and $-23.4$. Let $\rho_\pm$ be the position densities of the two parts. Their normalized overlap $\int\sqrt{\rho_+\rho_-}\,dx/\sqrt{w_+w_-}$ has fallen from $1.0000$ at the start to below $10^{-4}$. The lattice value, $4.5\times10^{-5}$, fixes only the order of magnitude: the lattice energy eigenvectors differ from the continuum ones at second order in the step, and this mixes into each part a trace of the other that is comparable with the remaining overlap.

At $t=\sigma/v_0=6.67$, equation (\ref{sep}) gives $e^{-1/2}/(2\times1.25^3)=0.155$. The full average gives $0.162$, so the estimate is about $4\%$ low relative to it. It should not be pushed far into the wing. At $t=40$ its exponent is $-18$ and it gives $4\times10^{-9}$, while the full average is $6\times10^{-6}$.

The numerical check checks the mean position, the two parts and their interference against a position-space lattice solution of the Dirac equation.

\section*{Variation 1: no mean momentum}

\emph{Let $p_0=0$. Do the two energy parts still move apart?}

They do not. Let $K$ be complex conjugation in position space and $C=\sigma_1K$. Conjugation reverses $p$, and $\sigma_1\sigma_3\sigma_1=-\sigma_3$, so $CHC^{-1}=-H$. Hence $C$ exchanges $P_+$ and $P_-$. It also reverses the sign of $i$, so the two signs cancel in the evolution:
\[
Ce^{-iHt}C^{-1}=e^{+i(CHC^{-1})t}=e^{-iHt}.
\]
The initial Gaussian is now real and $\sigma_1\chi=\chi$, so $C\psi(0)=\psi(0)$. It follows that $\psi_-(t)=C\psi_+(t)$, and the two position densities are equal at every time. Components of equal $p$ still move oppositely, but the total densities do not separate. The oscillation decays all the same, because different momenta lose their common phase, as in (c).

For a broad packet ($\kappa\ll1$), use $E\simeq1+p^2/2$ in the phase and $E\simeq1$ in the prefactor. The Gaussian integral gives
\[
A\simeq\tfrac12e^{2it}\langle e^{ip^2t}\rangle_p
=\tfrac12e^{2it}(1-2i\kappa^2t)^{-1/2},
\]
and with $2\kappa^2=1/2\sigma^2$,
\[
|A|\simeq\frac12\left[1+\left(\frac{t}{2\sigma^2}\right)^2\right]^{-1/4}.
\]
For $\sigma=10$ and $t=400$ this is $\tfrac12\times5^{-1/4}=0.3344$; the full average is $0.3342$.

A narrow packet with $\sigma=1$ drifts at $0.157$, or $21.6$ atomic units, without any mean momentum. At $t=40$ both parts are centred at $6.29$. The mean position is $6.29-0.09=6.20$, and the envelope is still $0.112$.

\section*{Variation 2: the late tail}

\emph{How does the envelope fall at very long times, for any fixed $\sigma$ and $p_0$?}

The phase $2Et$ is stationary where $dE/dp=\beta=0$, which is at $p=0$. Near that point $2Et\simeq2t+p^2t$, and
\[
\int_{-\infty}^{\infty}e^{ip^2t}\,dp=\sqrt{\frac{\pi}{t}}\;e^{i\pi/4},\qquad
\phi(0)^2=\frac{2\sigma}{\sqrt{2\pi}}\,e^{-2\sigma^2p_0^2}.
\]
Multiplying these by $1/2E^3=\tfrac12$ and $e^{2it}$ gives
\[
A(t)\simeq\frac{\sigma}{\sqrt{2t}}\,e^{-2\sigma^2p_0^2}\,e^{i(2t+\pi/4)} .
\]
The tail comes from components with almost no group velocity, whose positive- and negative-energy partners hardly separate.

The estimate requires $t\gg1$ and, because of the Gaussian width of $\phi^2$, $t\gg\sigma^2$. For $p_0\ne0$ the density also has a slope at $p=0$. To see its effect, keep the whole Gaussian, $\phi(p)^2=\phi(0)^2e^{4\sigma^2p_0p-2\sigma^2p^2}$, in the integral over $p$. This multiplies the estimate by a factor which for $t\gg\sigma^2$ is close to
\[
\exp\left(\frac{4\sigma^4p_0^2}{2\sigma^2-it}\right)\simeq
\exp\left(\frac{4i\sigma^4p_0^2}{t}+\frac{8\sigma^6p_0^2}{t^2}\right).
\]
The first term only shifts the phase of $A$, and is small when $t\gg4\sigma^4p_0^2$. The second changes the envelope, and is small when $t\gg\sqrt8\,\sigma^3|p_0|$. The slope also moves the stationary point of the integrand to $p=2\sigma^2p_0/(2\sigma^2-it)$, of size $2\sigma^2|p_0|/t$. The expansions of $E$ and $1/E^3$ about $p=0$ need this to be small, so $t\gg2\sigma^2|p_0|$ is required as well. For $\sigma>1/\sqrt2$ this follows from the envelope condition; for a narrower packet it is the stricter of the two. With $\sigma=0.2$, $p_0=80$, $t=14$, for example, the factor above raises the envelope by $2\%$, but the full average lies $16\%$ above the formula.

For $\sigma=1$, $p_0=0$, $t=40$ the formula gives $1/\sqrt{80}=0.1118$, against $0.1116$ from the full average. For $\sigma=4$, $p_0=0.75$ the factor $e^{-2\sigma^2p_0^2}=e^{-18}$ is $1.5\times10^{-8}$, and the conditions from the correction factor read $t\gg576$ for the phase and $t\gg136$ for the envelope. At $t=40$ that packet is therefore not yet in its late tail. At $t=600$ its envelope is within about $5\%$ of the formula.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Natural units: length hbar/(mc), time hbar/(mc^2), momentum mc
hbar/(mc) = 0.007297 bohr; hbar/(mc^2) = 5.3251e-05 a.u. of time
speed of light = 137.036 a.u.
Packet A: sigma = 1.00, p0 = 0.00, momentum spread = 0.500
 drift speed = 0.15726 c = 21.550 a.u.
 t | mean x | drift | Z | envelope | lattice mean x
    0    0.0000    0.0000   0.00000  3.92e-01   -0.0000
    1    0.4803    0.1573   0.32300  3.85e-01    0.4803
    2   -0.0154    0.3145  -0.32996  3.65e-01   -0.0154
    5    0.5293    0.7863  -0.25706  2.92e-01    0.5292
   10    1.7865    1.5726   0.21384  2.19e-01    1.7865
   20    3.1661    3.1452   0.02084  1.57e-01    3.1661
   40    6.2006    6.2905  -0.08983  1.12e-01    6.2006
 weights of parts: positive 0.5000, negative 0.5000
 velocities of centres: positive 0.1573 c, negative 0.1573 c
 lattice centres at t = 40: positive 6.290, negative 6.290
 overlap of normalized densities: t = 0: 1.0000, t = 40: 1.0e+00
Packet B: sigma = 4.00, p0 = 0.75, momentum spread = 0.125
 drift speed = 0.35742 c = 48.979 a.u.
 t | mean x | drift | Z | envelope | lattice mean x
    0    0.0000    0.0000   0.00000  2.59e-01   -0.0000
    1    0.5144    0.3574   0.15698  2.56e-01    0.5144
    2    0.4744    0.7148  -0.24041  2.48e-01    0.4744
    5    1.7520    1.7871  -0.03511  1.99e-01    1.7520
   10    3.5315    3.5742  -0.04268  9.13e-02    3.5315
   20    7.1440    7.1484  -0.00445  5.02e-03    7.1439
   40   14.2968   14.2968   0.00001  6.08e-06   14.2968
 weights of parts: positive 0.7971, negative 0.2029
 velocities of centres: positive 0.5969 c, negative -0.5838 c
 lattice centres at t = 40: positive 23.877, negative -23.351
 overlap of normalized densities: t = 0: 1.0000, t = 40: 4.5e-05
Packet B: E0 = 1.250 mc^2, v0 = 0.600 c, period pi/E0 = 2.513
 at t = sigma/v0 = 6.667: envelope 0.16223, Gaussian law 0.15527
 late-tail factor exp(-2 sigma^2 p0^2) = 1.52e-08
Broad packet sigma = 10, p0 = 0, t = 400: envelope 0.33422, dephasing law 0.33437
Packet A at t = 40: envelope 0.11165, late-time law 0.11180
\end{verbatim}
